# Strain and conduction-edge shift of a misfitting spherical quantum dot: a program that tests the result

```python
"""
Misfitting isotropic sphere in an isotropic matrix, and its conduction edge.
Result under test, for an infinite matrix:
  inside : elastic strain = -eps0*4*mu_m/(3*K_d+4*mu_m) * identity
  outside: elastic strain = A*(R/r)^3*(identity - 3 n n), which is traceless,
           A = 3*K_d*eps0/(3*K_d+4*mu_m)
  conduction-edge shift = a_c * trace(elastic strain)
eps0: lattice misfit (dot larger than matrix); K, mu: bulk and shear moduli;
suffix d: dot, m: matrix; R: dot radius; n: radial unit vector;
a_c: conduction-band deformation potential.
Inputs are rounded rough sizes for InAs in GaAs, not precise data.
Elastic tests use R = 1 as length unit and GPa as stress unit.
"""
import itertools
import numpy as np
from scipy.linalg import solveh_banded
from scipy.constants import e as elementary_charge

eps0 = 0.07
K_d, K_m, mu_m = 60.0, 75.0, 45.0      # GPa
ac_dot, ac_matrix = -5.0, -7.0         # eV
R_nm = 5.0
L_over_R = 10.0

# Closed formulas
A = 3*K_d*eps0/(3*K_d + 4*mu_m)
e_in = -eps0*4*mu_m/(3*K_d + 4*mu_m)
trace_in = 3*e_in
shift = ac_dot*trace_in
pressure = 4*mu_m*A
f = L_over_R**-3
g = 4*mu_m/(3*K_m)
c_finite = 3*K_d*eps0/(3*K_d*(1 + g*f) + 4*mu_m*(1 - f))
A_finite = c_finite*(1 + g*f)
outer_trace = 3*g*f*c_finite


def radial_energy_minimum(mu_dot, outer_radius):
    """Minimise elastic energy with linear radial elements, free outer face."""
    r = np.concatenate((np.linspace(0, 1, 201),
                        np.geomspace(1, outer_radius, 3001)[1:]))
    h = np.diff(r)
    middle = (r[1:] + r[:-1])/2
    in_dot = middle < 1
    K = np.where(in_dot, K_d, K_m)
    mu = np.where(in_dot, mu_dot, mu_m)
    lam = K - 2*mu/3
    misfit = np.where(in_dot, eps0, 0.0)
    diagonal = np.zeros(len(r))
    upper = np.zeros(len(r))
    load = np.zeros(len(r))
    for point in (-1/np.sqrt(3), 1/np.sqrt(3)):
        rq = middle + h*point/2
        weight = rq**2*h/2
        radial = (-1/h, 1/h)
        hoop = ((1 - point)/2/rq, (1 + point)/2/rq)

        def bilinear(a, b, c, d):
            return weight*(lam*(a + 2*b)*(c + 2*d) + 2*mu*(a*c + 2*b*d))

        diagonal[:-1] += bilinear(radial[0], hoop[0], radial[0], hoop[0])
        diagonal[1:] += bilinear(radial[1], hoop[1], radial[1], hoop[1])
        upper[1:] += bilinear(radial[0], hoop[0], radial[1], hoop[1])
        load[:-1] += bilinear(radial[0], hoop[0], misfit, misfit)
        load[1:] += bilinear(radial[1], hoop[1], misfit, misfit)
    band = np.vstack((upper[1:], diagonal[1:]))
    band[0, 0] = 0.0
    u = np.concatenate(([0.0], solveh_banded(band, load[1:])))
    e_rr = np.diff(u)/h
    e_tt = (u[1:] + u[:-1])/2/middle
    return middle, e_rr, e_tt


fe_inner = []
for mu_dot in (20.0, 60.0):
    rm, err, ett = radial_energy_minimum(mu_dot, L_over_R)
    inside, outside = rm < 1, rm > 1
    assert np.allclose(err[inside], A_finite, rtol=0, atol=1e-6)
    assert np.allclose(ett[inside], A_finite, rtol=0, atol=1e-6)
    fe_trace = (err + 2*ett)[outside]
    assert np.allclose(fe_trace, outer_trace, rtol=0, atol=1e-6)
    fe_inner.append(err[inside].mean() - eps0)
# A much larger matrix must approach the infinite-matrix formulas
rm, err, ett = radial_energy_minimum(20.0, 100.0)
fe_far_inner = err[rm < 1].mean() - eps0
assert abs(fe_far_inner - e_in) < 2e-6
assert np.max(np.abs((err + 2*ett)[rm > 1])) < 2e-6

# Equal moduli: displacement from the Kelvin point-force solution
nu = (3*K_m - 2*mu_m)/(2*(3*K_m + mu_m))
A_equal = eps0*(1 + nu)/(3*(1 - nu))
trace_equal = -2*eps0*(1 - 2*nu)/(1 - nu)


def ellipsoid_surface(a, b, c):
    z, wz = np.polynomial.legendre.leggauss(100)
    phi = np.arange(200)*2*np.pi/200
    Z, P = np.meshgrid(z, phi, indexing="ij")
    S = np.sqrt(1 - Z**2)
    unit = np.stack((S*np.cos(P), S*np.sin(P), Z), -1).reshape(-1, 3)
    w = np.repeat(wz, 200)*2*np.pi/200
    return unit*[a, b, c], unit*[b*c, a*c, a*b]*w[:, None]


def cube_surface(half):
    x, w = np.polynomial.legendre.leggauss(60)
    X, Y = np.meshgrid(x*half, x*half, indexing="ij")
    W = np.outer(w, w).ravel()*half**2
    points, areas = [], []
    for axis in range(3):
        for sign in (-1, 1):
            p = np.zeros((W.size, 3))
            n = np.zeros((W.size, 3))
            p[:, axis] = sign*half
            p[:, (axis + 1) % 3] = X.ravel()
            p[:, (axis + 2) % 3] = Y.ravel()
            n[:, axis] = sign*W
            points.append(p)
            areas.append(n)
    return np.vstack(points), np.vstack(areas)


def total_strain(surface, x, step=1e-3):
    points, area = surface

    def displacement(y):
        d = y - points
        dist = np.linalg.norm(d, axis=1)
        force = 3*K_m*eps0*area
        along = np.sum(d*force, axis=1)/dist**2
        kernel = (3 - 4*nu)*force + d*along[:, None]
        return np.sum(kernel/dist[:, None], axis=0)/(16*np.pi*mu_m*(1 - nu))

    grad = np.array([(displacement(x + step*v) - displacement(x - step*v))
                     / (2*step) for v in np.eye(3)])
    return (grad + grad.T)/2


identity = np.eye(3)
sphere = ellipsoid_surface(1, 1, 1)
lens = ellipsoid_surface(1, 1, 0.4)
cube = cube_surface(0.8)
for x in ([0, 0, 0], [0.3, -0.2, 0.4]):
    assert np.allclose(total_strain(sphere, np.array(x, float)),
                       A_equal*identity, rtol=0, atol=2e-6)
for x in ([1.0, 0.7, 0.9], [-1.5, 1.2, 0.8]):
    x = np.array(x)
    dist = np.linalg.norm(x)
    n = x/dist
    expected = A_equal/dist**3*(identity - 3*np.outer(n, n))
    assert np.allclose(total_strain(sphere, x), expected, rtol=0, atol=2e-6)

lens_e = total_strain(lens, np.zeros(3)) - eps0*identity
cube_e = total_strain(cube, np.array([0.3, -0.2, 0.1])) - eps0*identity
assert abs(np.trace(lens_e) - trace_equal) < 3e-6
assert abs(np.trace(cube_e) - trace_equal) < 3e-6
assert lens_e[2, 2] - lens_e[0, 0] > 0.01
cube_shear = np.linalg.norm(cube_e - np.trace(cube_e)/3*identity)
assert cube_shear > 1e-4
for body in (lens, cube):
    outside_strain = total_strain(body, np.array([0.5, 0.4, 1.4]))
    assert abs(np.trace(outside_strain)) < 3e-6

# Coherent flat film: in-plane strain fixed, normal stress zero
lam_m = K_m - 2*mu_m/3
film_parallel = -eps0
film_normal = -2*lam_m*film_parallel/(lam_m + 2*mu_m)
film_trace = 2*film_parallel + film_normal
assert abs(film_trace - trace_equal) < 1e-12

# Cubic symmetry leaves only the trace in a linear scalar response
rng = np.random.default_rng(3)
D = rng.normal(size=(3, 3))
D = D + D.T
average = np.zeros((3, 3))
operations = 0
for order in itertools.permutations(range(3)):
    for signs in itertools.product((-1, 1), repeat=3):
        O = np.diag(signs) @ identity[list(order)]
        average += O @ D @ O.T
        operations += 1
average /= operations
assert operations == 48
assert np.allclose(average, np.trace(D)/3*identity, atol=1e-12)

# Stretch of the dot relative to its own free lattice
stretch_strain = (1 + A)/(1 + eps0) - 1
volume_change = (1 + stretch_strain)**3 - 1

print(f"misfit eps0 = {eps0:.3f}")
print(f"K_dot, K_matrix, mu_matrix = {K_d:.0f}, {K_m:.0f}, {mu_m:.0f} GPa")
print(f"a_c dot, matrix = {ac_dot:.1f}, {ac_matrix:.1f} eV")
print(f"dot radius R = {R_nm:.1f} nm")
print(f"A (total strain in dot) = {A:.5f}")
print(f"interface displacement A*R = {A*R_nm:.4f} nm")
print(f"elastic strain in dot, each axis = {e_in:.5f}")
print(f"elastic trace in dot = {trace_in:.5f}")
print(f"pressure in dot = {pressure:.3f} GPa")
for q in (1.0, 1.5, 2.0, 3.0):
    print(f"outside r/R={q:.1f}: e_rr = {-2*A/q**3:.6f}, "
          f"e_tt = {A/q**3:.6f}")
print(f"conduction-edge shift in dot = {shift:.4f} eV")
print(f"same shift = {shift*elementary_charge:.4e} J")
print("-- equal moduli (matrix values in both) --")
print(f"Poisson ratio = {nu:.4f}")
print(f"A = {A_equal:.6f}, elastic trace = {trace_equal:.6f}")
print(f"conduction-edge shift = {ac_dot*trace_equal:.4f} eV")
print(f"film: e_parallel = {film_parallel:.5f}, e_normal = {film_normal:.5f}")
print(f"film elastic trace = {film_trace:.6f}")
print(f"ellipsoid 1:1:0.4 centre, trace by integral = {np.trace(lens_e):.6f}")
print(f"ellipsoid e_xx, e_zz = {lens_e[0, 0]:.5f}, {lens_e[2, 2]:.5f}")
print(f"cube off-centre, trace by integral = {np.trace(cube_e):.6f}")
print(f"cube off-centre, norm of traceless strain = {cube_shear:.6f}")
print("-- finite matrix, free outer surface, unequal moduli --")
print(f"L/R = {L_over_R:.0f}, f = {f:.4f}, g = {g:.4f}")
print(f"elastic strain in dot, formula = {A_finite - eps0:.6f}")
print(f"energy minimum, mu_dot=20 GPa: {fe_inner[0]:.6f}")
print(f"energy minimum, mu_dot=60 GPa: {fe_inner[1]:.6f}")
print(f"energy minimum, L/R=100: {fe_far_inner:.6f}")
print(f"trace in matrix, formula = {outer_trace:.4e}")
print(f"trace in matrix, energy minimum = {fe_trace.mean():.4e}")
print(f"matrix conduction-edge shift = {1000*ac_matrix*outer_trace:.4f} meV")
print("-- finite-stretch comparison, same A --")
print(f"strain per axis from own lattice = {stretch_strain:.5f}")
print(f"three times that strain = {3*stretch_strain:.5f}")
print(f"relative volume change = {volume_change:.5f}")
print(f"shift from 3*strain = {ac_dot*3*stretch_strain:.4f} eV")
print(f"shift from volume change = {ac_dot*volume_change:.4f} eV")
print("OK")
```

Running it gives:

```
misfit eps0 = 0.070
K_dot, K_matrix, mu_matrix = 60, 75, 45 GPa
a_c dot, matrix = -5.0, -7.0 eV
dot radius R = 5.0 nm
A (total strain in dot) = 0.03500
interface displacement A*R = 0.1750 nm
elastic strain in dot, each axis = -0.03500
elastic trace in dot = -0.10500
pressure in dot = 6.300 GPa
outside r/R=1.0: e_rr = -0.070000, e_tt = 0.035000
outside r/R=1.5: e_rr = -0.020741, e_tt = 0.010370
outside r/R=2.0: e_rr = -0.008750, e_tt = 0.004375
outside r/R=3.0: e_rr = -0.002593, e_tt = 0.001296
conduction-edge shift in dot = 0.5250 eV
same shift = 8.4114e-20 J
-- equal moduli (matrix values in both) --
Poisson ratio = 0.2500
A = 0.038889, elastic trace = -0.093333
conduction-edge shift = 0.4667 eV
film: e_parallel = -0.07000, e_normal = 0.04667
film elastic trace = -0.093333
ellipsoid 1:1:0.4 centre, trace by integral = -0.093333
ellipsoid e_xx, e_zz = -0.04598, -0.00138
cube off-centre, trace by integral = -0.093333
cube off-centre, norm of traceless strain = 0.005840
-- finite matrix, free outer surface, unequal moduli --
L/R = 10, f = 0.0010, g = 0.8000
elastic strain in dot, formula = -0.034968
energy minimum, mu_dot=20 GPa: -0.034969
energy minimum, mu_dot=60 GPa: -0.034969
energy minimum, L/R=100: -0.035000
trace in matrix, formula = 8.4008e-05
trace in matrix, energy minimum = 8.4010e-05
matrix conduction-edge shift = -0.5881 meV
-- finite-stretch comparison, same A --
strain per axis from own lattice = -0.03271
three times that strain = -0.09813
relative volume change = -0.09496
shift from 3*strain = 0.4907 eV
shift from volume change = 0.4748 eV
OK
```
